# Herzberg–Teller intensity of benzene's forbidden lowest singlet transition: a numerical check

```python
"""
Result under test: first-order Herzberg-Teller intensity of the A1g -> B2u
transition of a D6h ring,
  f = (2m/3 hbar^2 e^2) sum_k |mu'_k|^2 (hbar/2w_k)
      * [E00 coth(hbar w_k / 2kT) + hbar w_k],
mu'_k = derivative of the transition dipole along mass-weighted mode Q_k,
w_k = angular frequency, E00 = electronic gap, T = temperature.
Only e2g modes have mu'_k different from zero; mu'_k is a sum over states.
Model: six pi electrons on six sites, full configuration interaction.
Units: eV, angstrom (A), atomic mass unit (u), dipole in e A.
"""
import itertools
import numpy as np
from scipy import constants as sc

T0, R0, XI, U = 2.4, 1.40, 0.50, 11.0
MASS, K_STRETCH, K_BEND, TEMP = 13.0, 40.0, 6.0, 300.0
COULOMB = sc.e / (4 * np.pi * sc.epsilon_0) * 1e10       # eV A
F_CONST = 2 * sc.m_e * sc.e * 1e-20 / (3 * sc.hbar**2)   # 1/(eV A^2)
KT = sc.k * TEMP / sc.e

# ---- selection rule counted on the complete twelve-atom molecule ----
phi = np.arange(6) * np.pi / 3
hexagon = np.column_stack([np.cos(phi), np.sin(phi)])
atoms = np.vstack([np.column_stack([s * hexagon, np.zeros(6)])
                   for s in (1.40, 2.48)])


def sin3phi(p):
    return p[1] * (3 * p[0]**2 - p[1]**2)


count_plane = count_z = 0.0
probe = np.array([np.cos(0.2), np.sin(0.2), 0.3])
for k, mirror, flip in itertools.product(range(6), (1, -1), (1, -1)):
    c, s = np.cos(k * np.pi / 3), np.sin(k * np.pi / 3)
    op = np.array([[c, -s * mirror, 0], [s, c * mirror, 0], [0, 0, flip]])
    fixed = np.sum(np.linalg.norm(atoms @ op.T - atoms, axis=1) < 1e-8)
    chi_vib = (fixed - 1 - np.linalg.det(op)) * np.trace(op)
    chi_b2u = sin3phi(op @ probe) / sin3phi(probe)
    count_plane += chi_vib * chi_b2u * np.trace(op[:2, :2]) / 24
    count_z += chi_vib * chi_b2u * op[2, 2] / 24
assert abs(count_plane - 4) < 1e-8 and abs(count_z) < 1e-8

# ---- many-electron operators in the singlet space ----
strings = list(itertools.combinations(range(6), 3))
index = {s: n for n, s in enumerate(strings)}


def transfer(i, j):
    """Matrix of (create on i)(annihilate on j) for one spin."""
    mat = np.zeros((20, 20))
    for col, occ in enumerate(strings):
        if j not in occ:
            continue
        rest = [x for x in occ if x != j]
        if i in rest:
            continue
        new = tuple(sorted(rest + [i]))
        mat[index[new], col] = (-1)**(occ.index(j) + new.index(i))
    return mat


E1 = [[transfer(i, j) for j in range(6)] for i in range(6)]
one = np.eye(20)
spin2 = 3 * np.eye(400)
for i in range(6):
    for j in range(6):
        spin2 -= np.kron(E1[j][i], E1[i][j])
s2_values, s2_vectors = np.linalg.eigh(spin2)
basis = s2_vectors[:, np.abs(s2_values) < 1e-8]
n_singlets = basis.shape[1]
assert n_singlets == 175


def to_singlets(mat):
    return basis.T @ mat @ basis


pairs = list(itertools.combinations(range(6), 2))
left = np.array([p[0] for p in pairs])
right = np.array([p[1] for p in pairs])
same_sublattice = (right - left) % 2 == 0
charge_full = [np.kron(E1[i][i], one) + np.kron(one, E1[i][i])
               - np.eye(400) for i in range(6)]
charge = np.array([to_singlets(q) for q in charge_full])
hop = np.array([to_singlets(np.kron(E1[i][j] + E1[j][i], one)
                            + np.kron(one, E1[i][j] + E1[j][i]))
                for i, j in pairs])
repel = np.array([to_singlets(charge_full[i] * np.diag(charge_full[j]))
                  for i, j in pairs])
onsite = 0.5 * U * sum(to_singlets(q * np.diag(q)) for q in charge_full)


def hopping(r):
    return -T0 * np.exp(-(r - R0) / XI)


def ohno(r):
    return U / np.sqrt(1 + (U * r / COULOMB)**2)


def solve(ring, link13=1.0, extra=0.0):
    r = np.linalg.norm(ring[left] - ring[right], axis=1)
    t = hopping(r) * np.where(same_sublattice, link13, 1.0)
    ham = (np.tensordot(t, hop, 1) + np.tensordot(ohno(r), repel, 1)
           + onsite + extra)
    return np.linalg.eigh(ham)


ring0 = R0 * hexagon
energy, states = solve(ring0)
ground, excited = states[:, 0].copy(), states[:, 1].copy()
gap = energy[1] - energy[0]


def lowest_dipole(ring, **options):
    """Transition dipole from diagonalization, with fixed state signs."""
    vec = solve(ring, **options)[1]
    a = vec[:, 0] * np.sign(vec[:, 0] @ ground)
    b = vec[:, 1] * np.sign(vec[:, 1] @ excited)
    return -np.array([a @ q @ b for q in charge]) @ ring


# symmetry of the two states: rotation by 60 degrees, mirror through atoms
for image, parity in (([(i + 1) % 6 for i in range(6)], -1),
                      ([(-i) % 6 for i in range(6)], -1)):
    perm = np.zeros((6, 6))
    perm[image, range(6)] = 1
    move = np.array([[np.linalg.det(perm[np.ix_(a, b)]) for b in strings]
                     for a in strings])
    move = to_singlets(np.kron(move, move))
    assert abs(ground @ move @ ground - 1) < 1e-7
    assert abs(excited @ move @ excited - parity) < 1e-7
static_dipole = np.linalg.norm(lowest_dipole(ring0))
assert static_dipole < 1e-8


# ---- planar normal modes from a stretch-and-bend force field ----
def internals(flat):
    x = flat.reshape(6, 2)
    ahead = np.roll(x, -1, axis=0) - x
    behind = np.roll(x, 1, axis=0) - x
    la = np.linalg.norm(ahead, axis=1)
    lb = np.linalg.norm(behind, axis=1)
    return np.concatenate([la, np.arccos(np.sum(ahead * behind, axis=1)
                                         / (la * lb))])


step = 1e-4
jac = np.array([(internals(ring0.ravel() + step * e)
                 - internals(ring0.ravel() - step * e)) / (2 * step)
                for e in np.eye(12)]).T
force = np.diag([K_STRETCH] * 6 + [K_BEND] * 6)
curvature, modes = np.linalg.eigh(jac.T @ force @ jac / MASS)
assert np.max(np.abs(curvature[:3])) < 1e-6 and curvature[3] > 1e-2
curvature, modes = curvature[3:], modes[:, 3:]
omega = np.sqrt(curvature * sc.e / (sc.atomic_mass * 1e-20))
quantum = sc.hbar * omega / sc.e
variance = sc.hbar / (2 * omega) / (sc.atomic_mass * 1e-20)   # A^2 u

project = np.zeros((12, 12))
for k in range(6):
    shift = np.roll(np.eye(6), k, axis=0)
    c, s = np.cos(k * np.pi / 3), np.sin(k * np.pi / 3)
    project += np.cos(2 * k * np.pi / 3) / 3 * np.kron(
        shift, np.array([[c, -s], [s, c]]))
weight = np.einsum('ik,ij,jk->k', modes, project, modes)
active = np.where(weight > 0.5)[0]
assert np.all(np.minimum(np.abs(weight), np.abs(weight - 1)) < 1e-6)
assert len(active) == 4

# ---- sum over states against finite differences ----
mu0 = -ring0.T @ np.array([ground @ q @ states for q in charge])
mu1 = -ring0.T @ np.array([excited @ q @ states for q in charge])
bright_index = np.argmax(np.sum(mu0**2, axis=0))
bright = np.abs(energy - energy[bright_index]) < 1e-6
assert np.sum(bright) == 2
gap1, gap0 = energy[1] - energy, energy[0] - energy
gap1[1] = np.inf
gap0[0] = np.inf
bond = ring0[left] - ring0[right]
dist = np.linalg.norm(bond, axis=1)
dhop = -hopping(dist) / XI
dohno = -U * (U / COULOMB)**2 * dist / (
    1 + (U * dist / COULOMB)**2)**1.5


def displacement(k):
    return modes[:, k].reshape(6, 2) / np.sqrt(MASS)


def borrowed(k):
    """Routes: bright pair, other excited states, ground-state mixing."""
    u = displacement(k)
    dr = np.sum(bond * (u[left] - u[right]), axis=1) / dist
    v = (np.tensordot(dhop * dr, hop, 1)
         + np.tensordot(dohno * dr, repel, 1))
    from_excited = mu0 * (excited @ v @ states / gap1)
    from_ground = mu1 * (ground @ v @ states / gap0)
    explicit = -np.array([ground @ q @ excited for q in charge]) @ u
    assert np.linalg.norm(explicit) < 1e-8
    return np.array([from_excited[:, bright].sum(axis=1),
                     from_excited[:, ~bright].sum(axis=1),
                     from_ground.sum(axis=1)])


def slope(k, **options):
    h = 0.005
    u = displacement(k)
    return (lowest_dipole(ring0 + h * u, **options)
            - lowest_dipole(ring0 - h * u, **options)) / (2 * h)


routes = np.array([borrowed(k) for k in range(9)])
derivative = routes.sum(axis=1)
numeric = np.array([slope(k) for k in range(9)])
scale = np.max(np.abs(derivative))
assert scale > 1e-4
assert np.allclose(derivative, numeric, rtol=0, atol=1e-3 * scale)
inactive = [k for k in range(9) if k not in active]
largest_inactive = np.max(np.abs(numeric[inactive]))
assert largest_inactive < 1e-6
for pair in (active[:2], active[2:]):
    assert abs(quantum[pair[0]] - quantum[pair[1]]) < 1e-6
    gram = derivative[pair] @ derivative[pair].T
    assert np.allclose(gram, np.eye(2) * np.trace(gram) / 2,
                       rtol=0, atol=1e-5 * scale**2)

# raising only the bright pair must change only its own borrowing route
lift = 100.0
penalty = lift * states[:, bright] @ states[:, bright].T
gap_bright = energy[1] - energy[bright_index]
for k in active:
    expected = (derivative[k] - routes[k, 0]
                + routes[k, 0] * gap_bright / (gap_bright - lift))
    size = max(scale, np.max(np.abs(routes[k])))
    assert np.allclose(slope(k, extra=penalty), expected,
                       rtol=0, atol=1e-3 * size)

# without 1,3 hopping the transition stays dark at finite distortion
dark_dipole = lit_dipole = 0.0
for k in active:
    bent = ring0 + 0.3 * displacement(k)
    dark_dipole = max(dark_dipole,
                      np.linalg.norm(lowest_dipole(bent, link13=0.0)))
    lit_dipole = max(lit_dipole, np.linalg.norm(lowest_dipole(bent)))
assert dark_dipole < 1e-8 and lit_dipole > 1e-4

# ---- oscillator line sums from a numerically diagonalized oscillator ----
grid = np.arange(-40, 41) * 0.25
diff = np.subtract.outer(np.arange(81), np.arange(81))
kinetic = np.where(diff == 0, np.pi**2 / 6,
                   (-1.0)**diff / np.where(diff == 0, 1, diff)**2) / 0.25**2
levels, waves = np.linalg.eigh(kinetic + np.diag(grid**2 / 2))
levels_b, waves_b = np.linalg.eigh(kinetic + np.diag(0.8**2 * grid**2 / 2))
w_low = quantum[active[0]]
population = np.exp(-(levels[:20] - levels[0]) * w_low / KT)
population /= population.sum()
q_elements = waves.T @ (grid[:, None] * waves[:, :20])
line_energy = gap + w_low * (levels[:, None] - levels[None, :20])
line_sum = np.sum(population * q_elements**2 * line_energy)
coth = 1 / np.tanh(quantum / (2 * KT))
assert abs(line_sum - 0.5 * (gap * coth[active[0]] + w_low)) < 1e-7
q_changed = waves_b.T @ (grid[:, None] * waves[:, :20])
assert abs(np.sum(population * q_changed**2)
           - 0.5 * coth[active[0]]) < 1e-7
assert abs(q_changed[0, 0]) < 1e-8
# prefactor: an electron in an isotropic harmonic well has f = 1
well = 5.0
length2 = sc.hbar**2 / (sc.m_e * well * sc.e) * 1e20
assert abs(F_CONST * well * 3 * q_elements[1, 0]**2 * length2 - 1) < 1e-7

# ---- zero-point average of the unexpanded dipole over four e2g modes ----
strength = np.sum(derivative**2, axis=1) * variance
linear_average = strength[active].sum()
nodes, node_weights = np.polynomial.hermite_e.hermegauss(3)
node_weights = node_weights / node_weights.sum()


def full_average(amplitude):
    total = 0.0
    for pick in itertools.product(range(3), repeat=4):
        ring = ring0.copy()
        factor = 1.0
        for k, p in zip(active, pick):
            ring += (amplitude * np.sqrt(variance[k]) * nodes[p]
                     * displacement(k))
            factor *= node_weights[p]
        total += factor * np.sum(lowest_dipole(ring)**2)
    return total / amplitude**2


small_ratio = full_average(0.1) / linear_average
full_ratio = full_average(1.0) / linear_average
assert abs(small_ratio - 1) < 0.01

# ---- worked numbers ----
f_cold = F_CONST * strength * (gap + quantum)
f_warm = F_CONST * strength * (gap * coth + quantum)
occupation = 1 / np.expm1(quantum / KT)
f_hot = F_CONST * strength * occupation * (gap - quantum)
bright_gap = energy[bright_index] - energy[0]
f_bright = F_CONST * bright_gap * np.sum(mu0[:, bright]**2)
nm = sc.h * sc.c / sc.e * 1e9

print(f"hopping magnitude at reference distance: {T0:.2f} eV")
print(f"reference distance: {R0:.2f} A")
print(f"hopping decay length: {XI:.2f} A")
print(f"on-site repulsion: {U:.1f} eV")
print(f"1,3 hopping: {hopping(np.sqrt(3) * R0):.4f} eV")
print(f"1,4 hopping: {hopping(2 * R0):.4f} eV")
print(f"mass of one ring unit: {MASS:.1f} u")
print(f"stretch constant: {K_STRETCH:.1f} eV/A^2")
print(f"bend constant: {K_BEND:.1f} eV/rad^2")
print(f"temperature: {TEMP:.0f} K")
print(f"thermal energy kT: {KT:.5f} eV")
print(f"f prefactor: {F_CONST:.6f} 1/(eV A^2)")
print(f"singlet states in the model: {n_singlets}")
print(f"benzene e2g pairs (in-plane dipole): {count_plane:.0f}")
print(f"benzene b1g modes (normal dipole): {abs(count_z):.0f}")
print(f"B2u gap E00: {gap:.4f} eV")
print(f"bright E1u gap: {bright_gap:.4f} eV")
print(f"bright E1u f, both partners: {f_bright:.4f}")
print(f"static B2u dipole: {static_dipole:.1e} e A")
print(f"largest inactive-mode slope: {largest_inactive:.1e} e/sqrt(u)")
for name, pair in (("low", active[:2]), ("high", active[2:])):
    k = pair[0]
    d = np.sqrt(np.sum(derivative[pair]**2) / 2)
    d_num = np.sqrt(np.sum(numeric[pair]**2) / 2)
    total2 = np.sum(derivative[pair]**2)
    share = [100 * np.sum(routes[pair, a] * derivative[pair]) / total2
             for a in range(3)]
    print(f"{name} e2g quantum: {quantum[k]:.5f} eV")
    print(f"{name} e2g zero-point rms Q: {np.sqrt(variance[k]):.5f} A sqrt(u)")
    print(f"{name} e2g slope d, sum over states: {d:.6f} e/sqrt(u)")
    print(f"{name} e2g slope d, finite difference: {d_num:.6f} e/sqrt(u)")
    print(f"{name} e2g share, bright E1u pair: {share[0]:.1f} %")
    print(f"{name} e2g share, other excited: {share[1]:.1f} %")
    print(f"{name} e2g share, ground mixing: {share[2]:.1f} %")
    print(f"{name} e2g cold line: {gap + quantum[k]:.4f} eV")
    print(f"{name} e2g cold line f, pair: {f_cold[pair].sum():.4e}")
    print(f"{name} e2g occupation at T: {occupation[k]:.5f}")
    print(f"{name} e2g hot line f at T, pair: {f_hot[pair].sum():.4e}")
print(f"low e2g cold line wavelength: {nm / (gap + w_low):.1f} nm")
print(f"total f at 0 K: {f_cold[active].sum():.4e}")
print(f"total f at T: {f_warm[active].sum():.4e}")
print(f"f at T / f at 0 K: {f_warm[active].sum() / f_cold[active].sum():.4f}")
print(f"f at 0 K / bright f: {f_cold[active].sum() / f_bright:.3e}")
print(f"distorted dipole, with 1,3 hopping: {lit_dipole:.5f} e A")
print(f"distorted dipole, without it: {dark_dipole:.1e} e A")
print(f"full/linear strength, 0.1 amplitude: {small_ratio:.5f}")
print(f"full/linear strength, full amplitude: {full_ratio:.4f}")
print("all good")
```

Output:

```
hopping magnitude at reference distance: 2.40 eV
reference distance: 1.40 A
hopping decay length: 0.50 A
on-site repulsion: 11.0 eV
1,3 hopping: -0.3090 eV
1,4 hopping: -0.1459 eV
mass of one ring unit: 13.0 u
stretch constant: 40.0 eV/A^2
bend constant: 6.0 eV/rad^2
temperature: 300 K
thermal energy kT: 0.02585 eV
f prefactor: 0.087489 1/(eV A^2)
singlet states in the model: 175
benzene e2g pairs (in-plane dipole): 4
benzene b1g modes (normal dipole): 0
B2u gap E00: 4.0097 eV
bright E1u gap: 6.6434 eV
bright E1u f, both partners: 1.4665
static B2u dipole: 3.6e-16 e A
largest inactive-mode slope: 1.4e-10 e/sqrt(u)
low e2g quantum: 0.06567 eV
low e2g zero-point rms Q: 0.17840 A sqrt(u)
low e2g slope d, sum over states: 0.093451 e/sqrt(u)
low e2g slope d, finite difference: 0.093451 e/sqrt(u)
low e2g share, bright E1u pair: 114.8 %
low e2g share, other excited: -1.2 %
low e2g share, ground mixing: -13.6 %
low e2g cold line: 4.0753 eV
low e2g cold line f, pair: 1.9819e-04
low e2g occupation at T: 0.08558
low e2g hot line f at T, pair: 1.6415e-05
high e2g quantum: 0.18768 eV
high e2g zero-point rms Q: 0.10553 A sqrt(u)
high e2g slope d, sum over states: 0.039760 e/sqrt(u)
high e2g slope d, finite difference: 0.039760 e/sqrt(u)
high e2g share, bright E1u pair: 143.2 %
high e2g share, other excited: -0.8 %
high e2g share, ground mixing: -42.4 %
high e2g cold line: 4.1973 eV
high e2g cold line f, pair: 1.2930e-05
high e2g occupation at T: 0.00070
high e2g hot line f at T, pair: 8.2850e-09
low e2g cold line wavelength: 304.2 nm
total f at 0 K: 2.1112e-04
total f at T: 2.4452e-04
f at T / f at 0 K: 1.1582
f at 0 K / bright f: 1.440e-04
distorted dipole, with 1,3 hopping: 0.02882 e A
distorted dipole, without it: 1.4e-15 e A
full/linear strength, 0.1 amplitude: 1.00040
full/linear strength, full amplitude: 1.0444
all good
```
